Why the adiabatic local-density kernel binds no excitons in bulk silicon

The adiabatic local-density (ALDA) kernel gives no bound exciton in bulk silicon for two reasons, and both are needed. First, its long-wavelength component is finite. The response it multiplies vanishes as q², so this component has no effect on the optical dielectric function; a term growing as 1/q² would be needed there. Second, what remains of the kernel is a short-range attraction, which in three dimensions must exceed a threshold before it binds. In the silicon model used below it reaches about 0.3 of that threshold. The first reason holds for any crystal with a gap and a nowhere vanishing density. The second is a matter of numbers and has to be checked for each material.

**The model and its conventions**

Take independent electrons in a periodic local potential, with filled valence bands v, empty conduction bands c and clamped nuclei. The crystal is cubic and has inversion symmetry and no spin polarization. A weak potential energy δV(r) of frequency ω changes the density by δn. In time-dependent density-functional theory the electrons respond as independent particles to the total potential

δV_ext + (v + f) δn,

where v is the Coulomb interaction and f the exchange-correlation kernel, taken here as static. With Fourier components at q+G, where G is a reciprocal lattice vector, the response matrix χ obeys

χ = χ0 + χ0 (v + f) χ.

Here v is diagonal, with elements 4πe²/|q+G|² in Gaussian units. The element G = G' = 0 is called the head, the elements with one index zero the wings, and those with neither index zero the body.

The optical dielectric function follows most simply if the head of v, v₀ = 4πe²/q², is set aside. Let v̄ be v without v₀, and let χ̄ solve the equation with v̄ in place of v. Restoring v₀ gives

χ_00 = χ̄_00 + χ̄_00 v₀ χ_00, so χ_00 = χ̄_00/(1 − v₀χ̄_00).

The macroscopic inverse dielectric function is 1 + v₀χ_00 = 1/(1 − v₀χ̄_00). Therefore

ε_M = 1 − lim(q→0) v₀ χ̄_00.

Any effect on ε_M must enter through the q² part of χ̄_00, since v₀ removes precisely two powers of q.

**How the independent response vanishes**

It is convenient to use S = −χ0, which is positive below the gap. A transition from v at k to c at k+q, with energy E, has the density amplitude

ρ(G) = ⟨v,k| exp[−i(q+G)·r] |c,k+q⟩.

Adding the resonant and antiresonant terms, with a factor 2 for spin and crystal volume V, gives

S_GG' = (2/V) Σ ρ(G)ρ*(G') [1/(E−ħω) + 1/(E+ħω)]
= (4/V) Σ ρ(G)ρ*(G') E/(E² − ħ²ω²).

For G = 0 the amplitude is the overlap of the periodic parts of the two Bloch functions. At q = 0 they are orthogonal. To first order in q, the Hamiltonian for the periodic part changes by ħq·(p+ħk)/m, because the potential is local. First-order perturbation theory then gives

ρ(0) = ħ q·p_vc / [m(E_c − E_v)],

with p_vc the momentum matrix element between the Bloch states. For G ≠ 0 the amplitude is in general finite at q = 0. Hence

S_00 ∝ q², S_0G ∝ q, S_GG' finite.

Physically, a nearly uniform potential does not change the density of an insulator; it takes a gradient to polarize it. In a metal, transitions within a partly filled band would spoil this counting.

**How the ALDA kernel behaves**

In ALDA the exchange-correlation potential follows the local density at once:

δv_xc(r) = f(r) δn(r), f(r) = dv_xc/dn at n(r).

Insert δn = exp[i(q+G')·r] and take the component of the product at q+G. The factors containing q cancel, leaving

f_GG' = (1/Ω) ∫ f(r) exp[−i(G−G')·r] d³r,

with Ω the cell volume. The head is the cell average of f(r), whatever q is. It is finite if the density stays away from zero. Exchange alone gives v_x = −e²(3n/π)^(1/3), hence

f_x = −(e²/3)(3/π)^(1/3) n^(−2/3),

which grows without bound as n → 0. A crystal without vacuum avoids this.

For silicon I use a customary empirical local pseudopotential, with lattice constant 0.543 nm and three form factors, and the local-density kernel evaluated on the valence density. That density runs from 25 to 672 nm⁻³ (a larger plane-wave basis raises the maximum to 690), and the average of f is −0.0211 eV nm³. As a test from the definition, long density waves were added to the crystal and the change of v_xc was computed. At q = 6.68 and 1.67 nm⁻¹ the response was −0.0211 eV nm³ both times, while the Coulomb interaction rose from 0.405 to 6.49 eV nm³.

**The head and wings drop out**

Write X = −χ̄, let B denote all G ≠ 0, and let F = v̄ + f within the body. The response equation becomes X = S − S(v̄+f)X. Its first column reads

X_00 = S_00 − (S_00 f_00 + S_0B f_B0) X_00 − (S_00 f_0B + S_0B F) X_B0,

X_B0 = S_B0 − (S_B0 f_00 + S_BB f_B0) X_00 − (S_B0 f_0B + S_BB F) X_B0.

Now count powers, with X_00 ∝ q² and X_B0 ∝ q. In the first line S_00 and S_0B F X_B0 are of order q². The term with f_00 is of order q⁴, and the two with wings of f are of order q³. In the second line S_B0 and S_BB F X_B0 are of order q, and every other term is at least of order q². To leading order, then,

X_B0 = (1 + S_BB F)⁻¹ S_B0,

and the dielectric function is

ε_M = 1 + lim v₀ [S_00 − S_0B F (1 + S_BB F)⁻¹ S_B0].

Neither f_00 nor f_0B is left. This needs 1 + S_BB F to be invertible, that is, no pole of the body at the frequency considered. The first correction would be of relative order q, but inversion symmetry makes ε_M even in q, with or without these elements of f, so the correction is of order q².

A solution of the complete equation at small finite q bears this out. At photon energy 2 eV, on a mesh of 64 k points, the limiting formula gives 15.2546, and the finite-q data extrapolate to the same value. At q = 0.0579 nm⁻¹ the head and wings of f change ε_M by 4.2×10⁻⁴; at twice that q, by 1.68×10⁻³. The exponent between the two is 1.997.

For light the effect is also very small. At the direct gap energy the vacuum wavevector is 0.0158 nm⁻¹. Scaling the Coulomb value above by 1/q² gives v₀ = 6.49 × (1.67/0.0158)² ≈ 7.2×10⁴ eV nm³. To first order the head adds |f_00| X_00² to X_00, and v₀X_00 = ε_M − 1. With the static ε_M of 11.0 found below (close to the gap ε_M is a few times larger, and the effect with it), the relative change of ε_M − 1 due to the head is

|f_00| (ε_M − 1)/v₀ ≈ 0.0211 × 10.0/(7.2×10⁴) ≈ 3×10⁻⁶.

Inside the crystal the wavevector is larger by the refractive index √ε_M, which multiplies this estimate by ε_M. It becomes about 3×10⁻⁵ with the static value, and about 2×10⁻⁴ with the ε_M of 28.7 found 0.05 eV below the gap. Both are still negligible. The wings contribute at the same order in q. In the static response on 64 k points they have the opposite sign and cancel nearly half of the head's effect.

**What a 1/q² head does**

Now add a head f_00 = −βv₀ = −4πe²β/q², with a dimensionless strength β. Let X̃ and ε̃ be the response and dielectric function without this addition, so that v₀X̃_00 = ε̃ − 1. The new head gives

X_00 = X̃_00 + βv₀ X̃_00 X_00, so X_00 = X̃_00/(1 − βv₀X̃_00).

Multiplication by v₀ yields

ε_M − 1 = (ε̃ − 1)/[1 − β(ε̃ − 1)].

The two powers of q in the response are now cancelled by the kernel. In the 2 eV case, β = 0.02 gives

ε_M = 1 + 14.255/(1 − 0.02 × 14.255) = 20.94,

and the finite-q data again extrapolate to this value. At the two wavevectors above, the added term changes ε_M by 5.68 and 5.66, where the ALDA head and wings change it by less than 0.002.

The same contrast appears in the coupling between two transitions at k and k'. Through the head it is proportional to f_00 ρ_k(0)ρ*_k'(0). Since each amplitude is proportional to q, a finite f_00 gives a coupling that vanishes as q², while −βv₀ gives a finite one.

A finite coupling is still not a bound state. A pole below the gap requires

ε̃(ω) − 1 = 1/β.

If the body has no pole of its own, ε̃ rises steadily with frequency up to the direct gap E_g, so there is at most one solution for light of a given polarization. It exists for

1/[ε̃(E_g) − 1] < β < 1/[ε̃(0) − 1].

Below the lower limit the attraction is too weak to bind. At the upper limit the pole reaches zero frequency and the static response diverges. The inverse-square term is thus necessary for a head effect but not sufficient for an exciton. Nor can a static head of this kind give a hydrogen-like series, since it yields one pole at most.

**Can the body bind by itself?**

The body of f survives, so the absence of the divergence does not settle the matter. A pole of the body occurs where 1 + S_BB F is singular. Separate the repulsion v̄ from f (all matrices are now in the body):

1 + S(v̄ + f) = (1 + Sv̄)(1 + S̃f), S̃ = (1 + Sv̄)⁻¹ S.

S̃ is the response that already includes the repulsive local fields. The first factor is not singular below the gap, because S and v̄ are both positive. A pole therefore appears when Λ, the largest eigenvalue of −S̃f, reaches 1.

Below the gap S grows with ω, because every factor E/(E² − ħ²ω²) does. Since S̃⁻¹ = S⁻¹ + v̄, S̃ grows too. The local-density f(r) is negative, so −f is a positive matrix and Λ also rises with ω. It is enough to know Λ at the gap: if it is below 1 there, the body has no pole at any lower frequency, whether visible to light or not. This covers excitations of zero total momentum that change the density. Spin triplets leave the density unchanged and obey a separate condition, without v̄ and with the kernel for the spin density; in the silicon model their strength at the gap is also about 0.3. For pairs with a finite total momentum the head and wings of f no longer drop out, and the full matrices must be used. At three such momenta, including that of the indirect gap, the model gives a strength of 0.23 to 0.26 for density excitations 0.05 eV below the lowest pair energy, again far from 1.

Both pole conditions were tested by direct diagonalization in a reduced space of four valence and four conduction bands on 64 k points. One run used a head with β chosen from the formula, the other an f multiplied by 1/Λ. In each case the aim was a pole 0.3 eV below the lowest transition, at 2.849 eV, and the diagonalization placed it there.

It remains to see why Λ does not diverge at the gap, where the denominators vanish. Near a parabolic edge with reduced mass μ, compare the sum over states at the edge with the sum at a depth δ below it. With κ² = 2μδ/ħ²,

∫ d³k/(2π)³ [1/(ħ²k²/2μ) − 1/(ħ²k²/2μ + δ)]
= (2μ/ħ²)(1/2π²) ∫₀^∞ κ² dk/(k² + κ²)
= (2μ/ħ²) κ/(4π) = (2μ/ħ²)^(3/2) √δ/(4π).

The volume element k²dk cancels the singularity. The response at the edge is finite, and it is approached as √δ.

**The numbers for silicon**

The smallest direct gap of the model is 3.12 eV, close to the L point. On 512 k points with 51 local-field vectors (G = 0 included), the static dielectric constant is 11.5 without local fields. The Coulomb local fields lower it to 10.3, and the body of the ALDA kernel raises it again to 11.0. At this setting ALDA takes back about 60 per cent of the reduction caused by local fields. That share is not converged: with 169 plane waves and 113 local-field vectors the three constants are 11.5, 10.2 and 10.8, and the share falls to 46 per cent.

The binding strength Λ is 0.228 at zero frequency, 0.263 at 0.20 eV below the gap and 0.280 at 0.05 eV below it. Since √0.20 is twice √0.05, a law linear in √δ gives at the gap

Λ(E_g) = 2 × 0.2796 − 0.2629 = 0.296.

The kernel f would have to be about 3.4 times as strong, with the Coulomb repulsion held fixed, to pull out a bound state. The value falls with a finer mesh and with more local-field vectors, and it is still falling at 113 of them: on 512 points with about 170 plane waves it is 0.300, 0.281 and 0.273 for 51, 89 and 113 vectors. The larger plane-wave basis alone raises it slightly, from 0.296 to 0.300. A coarser mesh of 216 points gives 0.326 at the gap, and a mesh of 23328 points with full cubic symmetry gives 0.281. At 0.05 eV, using 27 local-field vectors in place of 51 gives 0.305 instead of 0.280. With 2048 points, 169 plane waves and 113 local-field vectors, the value extrapolated to the gap is 0.265. These shifts are about ten per cent, small for a quantity that would have to more than triple.

The extrapolation assumes that the √δ law already holds at these depths. The model's edge is in fact nearly flat along one direction: from L towards Γ the direct gap rises by only about 0.04 eV over the first 30 per cent of the way. Over such a range the growth can be closer to logarithmic, so the extrapolated value is only an estimate. Little depends on it, however. On the mesh of 23328 points, going from 0.05 to 0.0125 eV below the gap raises Λ only from 0.271 to 0.276. The 512-point mesh is too coarse for this step and exaggerates it, from 0.280 to 0.308. Even at that faster rate more than twenty further factors of four in δ would be needed to reach 1, a depth of no physical interest.

For the inverse-square head, ε̃ is 28.7 at 0.05 eV below the gap, so a pole at that depth needs β = 1/27.7 = 0.036. The mesh of 23328 points gives ε̃ = 26.5 and β = 0.039, so the values from 512 points carry a mesh error of about eight per cent. Going to 169 plane waves and 113 local-field vectors lowers ε̃ by about another 2 per cent. Static instability sets in at β = 1/10.0 = 0.10. The bootstrap kernel offers an estimate of β from the response itself. Its first pass, kept to the head, uses the inverse static dielectric constant divided by the head of χ0:

β = 1/[10.325 × (11.469 − 1)] = 0.0093.

This raises the static constant from 11.0 to 12.0, an effect larger than that of the whole ALDA body, but it is a quarter of what the pole at 0.05 eV requires. A pole closer to the gap would need ε̃ = 1 + 1/0.0093, or about 109. The value of ε̃ at the gap itself was not computed, so a still shallower pole is not excluded by these figures.

**What the missing attraction looks like**

In an exciton of large radius, the electron and hole attract each other through −e²/(εr), with ε the static dielectric constant. A trial function exp(−r/b) has kinetic energy ħ²/(2μb²) and potential energy −e²/(εb). The sum is smallest at b = εħ²/(μe²), where it equals

−μe⁴/(2ε²ħ²).

This is negative however weak the attraction is, so a bound state always exists for this potential. The trial function is in fact the hydrogenic ground state; radial diagonalization gives −0.9999 of the effective Rydberg.

A short-range attraction behaves differently. For a spherical well of depth U and radius R, the zero-energy radial wave function times r is sin(Kr) inside, with K² = 2μU/ħ². It must turn over before r = R to join a decaying tail, which requires KR > π/2, or

U > π²ħ²/(8μR²).

At 0.9 of this depth the radial diagonalization finds no negative energy; at 1.1 it finds one. In a well that is too shallow, the kinetic cost of confinement exceeds the gain. The ALDA body is in the same position, with Λ = 1 as its threshold.

The real electron–hole attraction is large when the momentum transfer k − k' is small, and so it builds a wave packet from neighbouring k points. An inverse-square kernel in q does not reproduce this structure. Its coupling is a product of one factor for k and one for k', and it can only imitate the net effect on the spectrum.

**Beside real silicon**

The static constant of real silicon is roughly 12, near the model's 11.0. The direct gap is somewhat above 3 eV in both. The fundamental gap, however, is indirect in both: about 0.8 eV in the model and near 1.1 eV in real silicon. An exciton at the direct edge therefore lies among indirect pair states. In the present model, with a rigid, perfect lattice and a static kernel, it would be strictly bound. In the real crystal it is a resonance. Phonons and defects couple it to the indirect pair states, and because twice the fundamental gap is less than the direct gap, it can also decay into two electron–hole pairs without their help.

With an isotropic reduced mass of 0.1 m and ε = 11.0, the Coulomb formula gives a binding energy of 11 meV and a radius of 5.8 nm, about ten lattice constants. The isotropic mass is the weakest part of this estimate. Near L the model's reduced mass is about 0.1 m across the line to Γ but about 10 m along it, and an ellipsoidal trial function with these two masses gives about 29 meV. This too is only an order of magnitude. The trial state extends just 0.6 nm along the line, about one lattice constant, where an effective mass and a macroscopic ε are both doubtful. The upper valence band is also doubly degenerate at L, which a single pair of masses ignores. The thermal energy at 300 K, 26 meV, is of the same order. Whether such a state would stand clear of the continuum in a spectrum depends on its linewidth, which is not computed here.

Two other simplifications were tested and hardly touch Λ. Raising all transition energies by 0.1 eV, a size meant to cover spin–orbit splitting and thermal shifts, changes Λ at 0.05 eV below the gap from 0.280 to 0.279. At this rate a uniform error of a few tenths of an eV in the model's gaps would also matter little. The valence density lacks the core electrons, whose presence would weaken f near the nuclei. Removing f altogether within 0.053 nm of each nucleus gives 0.277, and evaluating f with the core density of a Si⁴⁺ ion added at each site gives 0.274. A frequency dependence of the exact kernel is left out and has not been sized.

The argument also shows where it could fail. Flatter bands with smaller transition energies increase S and so push Λ upwards. A lower density strengthens f but also reduces S, so its net effect has to be computed. In a material where Λ passed 1 between zero frequency and the gap, the ALDA kernel would produce a bound excitation without any 1/q² term. The long-wavelength argument would still hold there, but by itself it does not rule out binding. If Λ exceeded 1 already at zero frequency, the ground state itself would be unstable in this approximation. The remaining figures are in the numerical output.

Numbers as computed

```
lattice constant                        0.543 nm
form factors at G^2 = 3, 8, 11          -0.21, 0.04, 0.08 Ry
plane waves; local-field vectors        113; 51
k points, main and check mesh           512, 216
valence density, min and max            25.0, 672.0 nm^-3
ALDA head (cell average)                -0.02111 eV nm^3
q = 6.681 nm^-1: ALDA head, Coulomb  -0.02111, 0.4054 eV nm^3
q = 1.670 nm^-1: ALDA head, Coulomb  -0.02111, 6.4870 eV nm^3
-- finite-q test, 64 k points, photon energy 2 eV
eps ALDA: limit formula, q -> 0 data    15.25461, 15.25459
eps with beta = 0.02: formula, data    20.93909, 20.93904
q = 0.0579 nm^-1: eps change by ALDA head+wings 4.205e-04, by beta/q^2 5.6793
q = 0.1157 nm^-1: eps change by ALDA head+wings 1.679e-03, by beta/q^2 5.6638
power of q in the ALDA head+wing effect 1.9974
-- pole test, 4 conduction bands, 64 k points
pole: predicted, dense head, dense body 2.84932, 2.84932, 2.84932 eV
-- range test in three dimensions
Coulomb ground state / effective Rydberg -0.99990
well at 0.9 and 1.1 of threshold depth  0.00088, -0.00899 hbar^2/(2 mu R^2)
-- silicon
smallest direct gap                     3.123 eV
found near k (2 pi/a)                   0.509, 0.508, 0.508
static eps, no local fields             11.469
static eps, RPA with local fields       10.325
static eps, ALDA                        11.007
eps ALDA 0.05 eV below the gap          28.697
Lambda at zero frequency                0.2280
Lambda 0.20 and 0.05 eV below the gap   0.2629, 0.2796
Lambda extrapolated to the gap          0.2963
factor on f needed to bind at the gap   3.37
beta for a pole 0.05 eV below the gap   0.0361
beta at the static instability          0.0999
beta, first-pass bootstrap head         0.00925
static eps, ALDA body + bootstrap head  12.027
light wavevector at the gap energy      0.01583 nm^-1
relative ALDA head effect at that q     2.92e-06
-- size of neglected or approximated effects
Lambda at the gap, check mesh           0.3261
Lambda (0.05 eV), 27 local-field vectors 0.3054
Lambda (0.05 eV), gaps raised 0.1 eV    0.2790
Lambda (0.05 eV), no f within 0.053 nm of nuclei 0.2770
rough reduced mass                      0.1 m
Coulomb exciton binding and radius      11.2 meV, 5.8 nm
thermal energy at 300 K                 25.9 meV
```
